# Galitskii-Migdal correlation with G0 and W0 versus RPA correlation energy

## Question

I have a PBE calculation for a water molecule and want a total energy from $GW$ quantities. From the PBE orbitals I build $G_0$, the response $\chi_0$, the screened interaction $W_0$ and the correlation self-energy $\Sigma_c$. The Galitskii-Migdal term $\tfrac12\mathrm{Tr}[\Sigma_cG_0]$ gives $-0.532$ hartree. The RPA correlation energy from the same $\chi_0$ is $-0.309$ hartree.

Closing $\Sigma_c$ with $G_0$ gives the ring diagrams, and RPA sums the ring diagrams, so I expected one number. The ratio is 1.72, which doesn't look like a lost spin factor. Is there a bug, and which number belongs in the total energy?

## Answer

Both numbers are right, but they are different quantities. Your first number is the correlation part of the interaction energy at full coupling. The RPA correlation energy also contains a positive kinetic contribution, which enters through the integration over the coupling constant. To go with the energy of the PBE determinant, you need the RPA number.

### What the Galitskii-Migdal formula says for the exact $G$

Let $H=\sum_{pq}h_{pq}c_p^\dagger c_q+V$ in spin orbitals, where $h$ is the kinetic energy $t$ plus the external potential and $V$ is the two-body interaction. In $\sum_pc_p^\dagger[c_p,V]$, each of the two creation operators in $V$ is removed in turn and put back, so the sum is $2V$. Hence
$$\sum_p\langle c_p^\dagger[c_p,H]\rangle=\langle h\rangle+2\langle V\rangle .$$

Now insert the $(N-1)$-electron eigenstates $k$, with amplitudes $f_{kp}=\langle k|c_p|N\rangle$ and removal energies $\omega_k=E_N-E_k^{N-1}$. The left side becomes $\sum_{kp}\omega_k|f_{kp}|^2$, and therefore
$$\langle V\rangle=\tfrac12\Big[\sum_{kp}\omega_k|f_{kp}|^2-\langle h\rangle\Big],\qquad
E=\tfrac12\Big[\sum_{kp}\omega_k|f_{kp}|^2+\langle h\rangle\Big].$$

The Dyson equation $(z-h)G=1+\Sigma G$, with $z=\mu+i\omega$ and the Hartree potential included in $\Sigma$, turns this into a self-energy expression. Apply $\int\frac{d\omega}{2\pi}e^{i\omega0^+}$ and the orbital trace. This picks out the removal poles on the left, and the 1 on the right gives zero. The result is $\tfrac12\mathrm{Tr}[\Sigma G]=\langle V\rangle$.

So the self-energy term is interaction energy. Kinetic correlation is present in the complete formula, but it sits in $\mathrm{Tr}[t\gamma]$ with the interacting density matrix $\gamma$.

The two-site Hubbard model with two electrons shows the split. Take hopping 1 and repulsion $U=4$. The covalent singlet has energy 0, the even ionic singlet has energy $U$, and they are coupled by $-2$. The ground-state energy is
$$E=\frac U2-\sqrt{\frac{U^2}{4}+4}=2-\sqrt8=-0.828 .$$
The interaction energy is $U\,dE/dU=0.586$, so the kinetic energy is $-0.828-0.586=-1.414$. The uncorrelated state has kinetic energy $-2$ and interaction energy $U/2=2$. Hence
$$T_c=-1.414+2=0.586,\qquad U_c=0.586-2=-1.414,\qquad E_c=T_c+U_c=-0.828 .$$
($E_c$ equals $E$ here because the uncorrelated energy is zero for $U=4$.) With the exact $G$ nothing is missing. If the kinetic energy were taken from the uncorrelated state, $T_c$ would be lost.

### What remains when $G_0$ is inserted

Take a closed-shell reference Hamiltonian $h_s$ with a gap, real orbitals and eigenvalues $\varepsilon_p$ measured from a chemical potential in the gap. Then $G_0(i\omega)=(i\omega-h_s)^{-1}$ for each spin. All one-body terms, the Hartree energy and the exchange energy are those of the reference determinant; call their sum $E_{\rm det}$. What is left is $U_c=\tfrac12\mathrm{Tr}[\Sigma_cG_0]$.

With $W_c=W_0-v$, the two ingredients on the imaginary axis are
$$\Sigma_c(\mathbf r,\mathbf r',i\omega)=-\int\!\frac{d\omega'}{2\pi}\,G_0(\mathbf r,\mathbf r',i\omega+i\omega')\,W_c(\mathbf r,\mathbf r',i\omega'),$$
$$\chi_0(\mathbf r,\mathbf r',i\omega')=2\int\!\frac{d\omega}{2\pi}\,G_0(\mathbf r,\mathbf r',i\omega+i\omega')\,G_0(\mathbf r',\mathbf r,i\omega).$$
The 2 in $\chi_0$ is the spin sum. The spin sum in $U_c$ cancels its prefactor $\tfrac12$, so
$$U_c=\int\!\frac{d\omega}{2\pi}\mathrm{Tr}[\Sigma_cG_0]=-\frac12\int_{-\infty}^{\infty}\!\frac{d\omega'}{2\pi}\,\mathrm{Tr}[W_c\chi_0],$$
where the traces are now over space alone.

Define $X=-v^{1/2}\chi_0v^{1/2}$, with eigenvalues $x(\omega)$. They are non-negative, because for occupied $i$ and virtual $a$ the frequency integral gives
$$\chi_0(i\omega)=-\sum_{ia}\frac{4D_{ia}}{D_{ia}^2+\omega^2}\,\varphi_i\varphi_a(\mathbf r)\,\varphi_i\varphi_a(\mathbf r'),\qquad D_{ia}=\varepsilon_a-\varepsilon_i>0 .$$
From $W_0=v+v\chi_0W_0$ follows $W_0=v^{1/2}(1+X)^{-1}v^{1/2}$, and thus $W_c=-v^{1/2}X(1+X)^{-1}v^{1/2}$. The two minus signs in $W_c\chi_0$ cancel. Since the integrand is even in frequency,
$$U_c=-\frac1{2\pi}\int_0^\infty d\omega\sum\frac{x^2}{1+x}.$$

### What RPA does with the same rings

Scale the interaction to $\lambda V$ and adjust a local potential $v_\lambda$ so that the density $n$ stays fixed. By the Hellmann-Feynman theorem,
$$\frac{dE_\lambda}{d\lambda}=\langle V\rangle_\lambda+\int n\,\frac{dv_\lambda}{d\lambda}\,d\mathbf r .$$
Integrating from 0 to 1, the last term replaces the reference potential by the external one. This leaves
$$E=T_s+\int n\,v_{\rm ext}\,d\mathbf r+\int_0^1d\lambda\,\langle V\rangle_\lambda ,$$
where $T_s$ is the non-interacting kinetic energy. The change in kinetic energy is therefore supplied by averaging $\langle V\rangle_\lambda$ over $\lambda$ instead of taking it at $\lambda=1$.

To get $\langle V\rangle_\lambda$ from the response, write
$$\chi_\lambda(i\omega)=-\sum_s\frac{2\Omega_s\,\rho_s(\mathbf r)\rho_s(\mathbf r')}{\Omega_s^2+\omega^2},$$
with excitation energies $\Omega_s$ and transition densities $\rho_s$. Because $\int_0^\infty\frac{2\Omega}{\Omega^2+\omega^2}d\omega=\pi$, the density fluctuations are
$$\langle\delta n\,\delta n'\rangle_\lambda=-\frac1\pi\int_0^\infty\chi_\lambda(i\omega)\,d\omega .$$
The interaction energy contains half of this times $v$. Subtracting the $\lambda=0$ value removes the exchange energy and the self-interaction term:
$$U_c(\lambda)=-\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\big[v(\chi_\lambda-\chi_0)\big].$$

RPA sets $\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda$, so $v^{1/2}\chi_\lambda v^{1/2}$ has eigenvalues $-x/(1+\lambda x)$. Subtracting $-x$ gives
$$U_c(\lambda)=-\frac1{2\pi}\int_0^\infty d\omega\sum\frac{\lambda x^2}{1+\lambda x}.$$
At $\lambda=1$ this is the Galitskii-Migdal term found above. The energy requires the integral over $\lambda$. Writing $\lambda x^2/(1+\lambda x)=x-x/(1+\lambda x)$, one finds
$$E_c^{\rm RPA}=\int_0^1U_c(\lambda)\,d\lambda=\frac1{2\pi}\int_0^\infty d\omega\sum\big[\ln(1+x)-x\big].$$

So the rings are the same, but their weights differ. The term of order $x^n$ in $U_c$ is $n$ times that in $E_c^{\rm RPA}$, because the coupling integral supplies $\int_0^1\lambda^{n-1}d\lambda=1/n$. The difference is
$$T_c=E_c^{\rm RPA}-U_c=\frac1{2\pi}\int_0^\infty d\omega\sum\Big[\ln(1+x)-\frac{x}{1+x}\Big]\ge0 .$$
The bracket vanishes at $x=0$ and has derivative $x/(1+x)^2\ge0$.

### Why the ratio is 1.72 and not 2

At weak coupling, $\ln(1+x)-x\approx-x^2/2$ while $-x^2/(1+x)\approx-x^2$. Then $U_c=2E_c^{\rm RPA}$ and $T_c=-E_c^{\rm RPA}$. Beyond leading order the ratio is smaller. The function $2[x-\ln(1+x)]-x^2/(1+x)$ is zero at $x=0$ and has derivative $x^2/(1+x)^2\ge0$. Together with $T_c\ge0$ this gives
$$|E_c^{\rm RPA}|\le|U_c|\le2|E_c^{\rm RPA}| .$$

A single particle-hole pair with gap $D$ and integral $K=(ia|ia)$ shows the whole range. Here $x=4DK/(D^2+\omega^2)$. With the RPA excitation energy $\Omega=\sqrt{D^2+4DK}$,
$$1+x=\frac{\Omega^2+\omega^2}{D^2+\omega^2}.$$
The integral of $\ln(1+x)$ over positive frequencies is $\pi(\Omega-D)$, since its derivative with respect to $\Omega$ is $\pi$ and it vanishes at $\Omega=D$. The integrals of $x$ and $x/(1+x)$ are $\pi(\Omega^2-D^2)/(2D)$ and $\pi(\Omega^2-D^2)/(2\Omega)$. Hence
$$E_c=\frac{\Omega-D}2-\frac{\Omega^2-D^2}{4D}=-\frac{(\Omega-D)^2}{4D},$$
$$T_c=\frac{\Omega-D}2-\frac{\Omega^2-D^2}{4\Omega}=\frac{(\Omega-D)^2}{4\Omega},\qquad
\frac{U_c}{E_c}=1-\frac{T_c}{E_c}=1+\frac D\Omega .$$
The ratio falls from 2 towards 1 as the interaction pushes $\Omega$ above $D$. For $D=0.50$ and $K=0.10$ hartree, $\Omega=\sqrt{0.45}=0.6708$ hartree and the ratio is $1+0.50/0.6708=1.745$.

### The missing energy in terms of the density matrix

Expanding the Dyson equation to first order in $\Sigma_c$ gives the linearized $GW$ density matrix
$$\delta\gamma=2\int\frac{d\omega}{2\pi}\,G_0\Sigma_cG_0 .$$
It is also the derivative of $E_c^{\rm RPA}$ with respect to $h_s$. To see this, vary $\chi_0$. Since $d[\ln(1+x)-x]=-\frac{x}{1+x}dx$, and $\delta X=-v^{1/2}\delta\chi_0v^{1/2}$,
$$\delta E_c^{\rm RPA}=-\frac12\int_{-\infty}^\infty\frac{d\omega'}{2\pi}\mathrm{Tr}[W_c\,\delta\chi_0].$$
Either of the two Green functions in $\chi_0$ can be varied, and both contributions are equal because $W_c$ is symmetric in space and even in frequency. The factor is $-\tfrac12\cdot2\cdot2=-2$, and the definition of $\Sigma_c$ absorbs the minus sign. With $\delta G_0=G_0\,\delta h_s\,G_0$,
$$\delta E_c^{\rm RPA}=2\int\frac{d\omega}{2\pi}\mathrm{Tr}[\Sigma_c\,\delta G_0]=\mathrm{Tr}[\delta\gamma\,\delta h_s].$$
A rigid shift of all levels leaves $E_c^{\rm RPA}$ unchanged, so $\mathrm{Tr}\,\delta\gamma=0$.

Now multiply both $h_s$ and $v$ by $s$. The eigenvalues $x$ keep their values but occur at frequencies $s\omega$, so $E_c^{\rm RPA}$ is multiplied by $s$. Differentiate at $s=1$. The change of $h_s$ contributes $\mathrm{Tr}[h_s\delta\gamma]$. The change of $v$ replaces $x$ by $sx$ and contributes the frequency integral of $x/(1+x)-x=-x^2/(1+x)$, which is $U_c$. Therefore
$$E_c^{\rm RPA}=\mathrm{Tr}[h_s\delta\gamma]+U_c,\qquad T_c=\mathrm{Tr}[h_s\delta\gamma].$$
Physically, $\Sigma_c$ promotes electrons from occupied to virtual orbitals, and $T_c$ is the one-electron cost of doing so.

The word "kinetic" needs care here. In the coupling integral the density is held fixed, and $T_c$ plays the role of a kinetic energy. In $\delta\gamma$ the density may change, so $\mathrm{Tr}[h_s\delta\gamma]$ is a kinetic part plus a part from the Kohn-Sham potential $v_s$.

A $GW$ density matrix also has a first-order contribution from the static difference $\Sigma_x-v_{xc}$. Its elements connect occupied with virtual orbitals only, since first-order mixing within the occupied space leaves the determinant unchanged. As $h_s$ is diagonal, this contribution adds nothing to $\mathrm{Tr}[h_s\delta\gamma]$, although it does alter the kinetic energy.

### The numbers for water

I used PBE orbitals in the cc-pVDZ basis, with both O–H distances fixed at 0.96 Å, an angle of 104.5° and all electrons correlated. The self-energy was built from the RPA excitation energies and amplitudes, and the frequency integrals were done by Gauss-Legendre quadrature. In hartree:

- $E_c^{\rm RPA}=-0.3086$
- $U_c=-0.5323$
- $T_c=-0.308648+0.532283=0.223635$, or 6.085 eV

These are your two numbers. They are not converged with respect to the basis: in cc-pVTZ, $E_c^{\rm RPA}=-0.425$, $U_c=-0.747$ and $T_c=0.322$ hartree, and the ratio moves from 1.72 to 1.76. In cc-pVDZ, the integrand of the coupling integral is

| $\lambda$ | $U_c(\lambda)$ (hartree) |
|---|---|
| 0 | 0 |
| 0.25 | −0.1893 |
| 0.50 | −0.3281 |
| 0.75 | −0.4392 |
| 1 | −0.5323 |

Simpson's rule with these five points gives
$$-\frac{0.25}{3}\big[4(0.1893)+2(0.3281)+4(0.4392)+0.5323\big]=-0.3085\ \text{hartree},$$
close to the RPA value. A straight line from 0 to $U_c$ would enclose half of $U_c$, which is the weak-coupling result. The actual curve bends, because $\lambda x^2/(1+\lambda x)$ grows more slowly than linearly, and so $E_c^{\rm RPA}$ is more than half of $U_c$.

The linearized density matrix promotes 0.163 electrons to virtual orbitals (0.19 in cc-pVTZ and in aug-cc-pVDZ). Its one-electron energy splits as
$$\mathrm{Tr}[t\,\delta\gamma]+\mathrm{Tr}[v_s\delta\gamma]=0.1291+0.0945=0.2236\ \text{hartree}.$$
The static contribution changes the kinetic energy by $-0.0895$ hartree, with an equal and opposite change in the $v_s$ part. In this basis the kinetic energy of the full first-order density matrix thus rises by $0.129-0.089=0.040$ hartree. The sum $\mathrm{Tr}[h_s\delta\gamma]$ equals $T_c$ in every basis, but its split depends on the basis in size and sign: the kinetic and potential parts are $-0.195$ and $+0.435$ hartree in aug-cc-pVDZ and $+0.392$ and $-0.070$ hartree in cc-pVTZ. With the static contribution included, the net kinetic change is $-0.135$ and $+0.282$ hartree, against $T_c=0.240$ and $0.322$ hartree. That change must not be used as $T_c$.

The determinant energy is $-76.0220$ hartree ($-76.0489$ in cc-pVTZ), and the two cc-pVDZ totals are
$$E_{\rm det}+E_c^{\rm RPA}=-76.3307\ \text{hartree},\qquad E_{\rm det}+U_c=-76.5543\ \text{hartree}.$$
The second is too low by $T_c$ relative to RPA. Adding $\mathrm{Tr}[h_s\delta\gamma]$ to it restores the first, so you can repair your calculation either way; the logarithm is simpler.

Part of the error cancels in energy differences. When both bonds are stretched to 1.20 Å, $T_c$ grows from 0.2236 to 0.2316 hartree. The stretching energy is 0.0559 hartree in RPA and 0.0480 hartree with $U_c$. The discrepancy of 0.0079 hartree (0.216 eV) is small beside $T_c$, but it is 14% of the RPA stretching energy in this basis. Its size depends on the basis: in cc-pVTZ the two stretching energies are 0.0635 and 0.0606 hartree, a discrepancy of 0.0029 hartree or about 5%, and in aug-cc-pVDZ it is 0.0083 hartree or 15%.

None of this makes the RPA number the true correlation energy. The basis is small, and RPA leaves out exchange-type correlation beyond the rings. The relations between $E_c^{\rm RPA}$, $U_c$ and $\delta\gamma$ hold within any such finite basis, provided the reference keeps its gap.
